# Capacitance Matrix of Lined Through-Silicon Vias from Cylindrical Harmonics: test program

```python
# Result under test: the capacitance matrix C (charge per length q = C V, total
# charge zero) of parallel metal cylinders with oxide liners in lossless silicon,
# obtained from cylindrical harmonics truncated at a chosen order.
# z: complex centres; a: metal radii; b: outer liner radii (all in um)
# eps_ox, eps_si: permittivities in fF/um; P: potential coefficients in um/fF
# R_m: ratio of outgoing to incoming harmonic m at the liner surface
# mu: arccosh(centre distance / (2 b)), which sets the convergence rate
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import circulant
from scipy.special import gammaln

EPS0 = const.epsilon_0 * 1e9          # F/m -> fF/um
K_OX, K_SI = 3.9, 11.7
EPS_OX, EPS_SI = K_OX * EPS0, K_SI * EPS0


def reflection(m, a, b, eps_ox, eps_si, sheet=0.0):
    """Harmonic response; sheet = sheet conductance/(j omega), in fF."""
    t = (a / b) ** (2 * m)
    load = eps_ox / eps_si * (1 + t) + (1 - t) * m * sheet / (eps_si * b)
    return ((1 - t) - load) / ((1 - t) + load)


def potential_matrix(z, a, b, order, eps_ox=EPS_OX, eps_si=EPS_SI, sheet=0.0):
    count = len(z)
    dist = z[:, None] - z[None, :]
    np.fill_diagonal(dist, 1.0)
    p = -np.log(np.abs(dist)) + np.diag(-np.log(b) + eps_si / eps_ox * np.log(b / a))
    if order == 0:
        return p / (2 * np.pi * eps_si)
    m = np.arange(1, order + 1.0)
    log_kernel = (gammaln(m[:, None] + m) - gammaln(m)[:, None] - gammaln(m)
                  - 0.5 * np.log(np.outer(m, m)))
    trans = np.zeros((count, order, count, order), complex)
    source = np.zeros((count, order, count), complex)
    for i in range(count):
        for j in range(count):
            if i == j:
                continue
            d = dist[i, j]
            size = np.exp(log_kernel + m[:, None] * np.log(b[i] / abs(d))
                          + m * np.log(b[j] / abs(d)))
            phase = np.exp(-1j * np.angle(d) * (m[:, None] + m))
            trans[i, :, j, :] = size * phase * ((-1.0) ** m)[:, None]
            source[j, :, i] = (b[j] / d) ** m / np.sqrt(m)
    trans = trans.reshape(count * order, count * order)
    source = source.reshape(count * order, count)
    coupling = np.block([[trans.real, -trans.imag], [-trans.imag, -trans.real]])
    h = np.vstack([source.real, -source.imag])
    r = np.concatenate([reflection(m, a[i], b[i], eps_ox, eps_si, sheet)
                        for i in range(count)])
    r = np.tile(r, 2)[:, None]
    x = np.linalg.solve(np.eye(len(r)) - r * coupling, r * h)
    return (p + h.T @ x) / (2 * np.pi * eps_si)


def capacitance(p):
    """Invert V = P q + common constant, with total charge zero."""
    n = len(p)
    border = np.ones((n + 1, n + 1), dtype=p.dtype)
    border[:n, :n] = p
    border[n, n] = 0
    return np.linalg.inv(border)[:n, :n]


def surface_charge_solution(z, a, b, n):
    """Independent solver: total charge density on metal and liner surfaces."""
    count = len(z)
    radii = np.concatenate([a, b])
    angle = 2 * np.pi * np.arange(n) / n
    normal = np.tile(np.exp(1j * angle), 2 * count)
    rad = np.repeat(radii, n)
    points = np.repeat(np.concatenate([z, z]), n) + rad * normal
    cut, total = count * n, 2 * count * n
    diff = points[:, None] - points[None, :]
    np.fill_diagonal(diff, 1.0)
    log_part = np.log(np.abs(diff[:cut]))
    flux_part = np.real(normal[cut:, None] / diff[cut:])
    k = np.arange(1, n // 2)
    weights = -(np.cos(np.outer(angle, k)) / k).sum(axis=1) - np.cos(n / 2 * angle) / n
    self_log = circulant(weights)
    for i in range(count):
        rows = slice(i * n, (i + 1) * n)
        log_part[rows, rows] = np.log(a[i]) + self_log
        flux_part[rows, cut + i * n:cut + (i + 1) * n] = 1 / (2 * b[i])
    system = np.zeros((total + 1, total + 1))
    system[:cut, :total] = -log_part / (2 * np.pi)
    system[:cut, total] = 1.0
    system[cut:total, :total] = -(K_OX - K_SI) * flux_part / (2 * np.pi)
    idx = np.arange(cut, total)
    system[idx, idx] += (K_OX + K_SI) / 2 * n / (2 * np.pi * rad[cut:])
    system[total, :total] = 1.0
    rhs = np.zeros((total + 1, count))
    rhs[:cut] = np.repeat(np.eye(count), n, axis=0)
    node_charge = np.linalg.solve(system, rhs)[:total]
    cap = EPS_OX * node_charge[:cut].reshape(count, n, count).sum(axis=1)
    density = node_charge * n / (2 * np.pi * rad[:, None])
    return cap, density


A_METAL, LINER, PITCH, LENGTH = 5.0, 0.5, 20.0, 100.0
B_LINER = A_METAL + LINER


def pair_capacitance(gap, order, bare=False, **kw):
    z = np.array([0.0, 2 * B_LINER + gap], complex)
    b = np.full(2, B_LINER)
    a = b if bare else np.full(2, A_METAL)
    return capacitance(potential_matrix(z, a, b, order, **kw))[0, 0]


def bare_pair_exact(gap):
    return np.pi * EPS_SI / np.arccosh(1 + gap / (2 * B_LINER))


print(f"metal radius {A_METAL} um, liner {LINER} um, pitch {PITCH} um, length {LENGTH} um")
print(f"relative permittivity: oxide {K_OX}, silicon {K_SI}")

# Unequal, obliquely placed pair whose liner has the permittivity of silicon
z2 = np.array([0.0, 11.0 * np.exp(0.7j)])
a2, b2 = np.array([3.0, 5.0]), np.array([4.0, 5.5])
exact = 2 * np.pi * EPS_SI / np.arccosh((11.0**2 - 9 - 25) / 30)
found = capacitance(potential_matrix(z2, a2, b2, 60, eps_ox=EPS_SI))[0, 0]
assert abs(found / exact - 1) < 1e-9
print(f"matched-liner unequal pair: {found:.6f}, closed form {exact:.6f} fF/um")

# Lined unequal triple against the surface-charge solver
z3 = np.array([0.0, 13.0 + 2.0j, 4.0 + 12.0j])
a3, b3 = np.array([5.0, 4.0, 3.0]), np.array([5.5, 4.6, 3.4])
cap3 = capacitance(potential_matrix(z3, a3, b3, 40))
ref3, _ = surface_charge_solution(z3, a3, b3, 200)
diff3 = np.abs(cap3 - ref3).max() / np.abs(ref3).max()
assert diff3 < 1e-5
print(f"unequal triple, difference from surface-charge solver: {diff3:.1e}")

# Harmonic responses and their change of sign
modes = np.arange(1, 13.0)
responses = reflection(modes, A_METAL, B_LINER, EPS_OX, EPS_SI)
m_star = np.log((K_SI + K_OX) / (K_SI - K_OX)) / (2 * np.log(B_LINER / A_METAL))
assert np.all((responses < 0) == (modes < m_star))
print("responses R_1..R_6:", " ".join(f"{r:.4f}" for r in responses[:6]))
print(f"sign change at order m* = {m_star:.3f}; high-order limit "
      f"{(K_SI - K_OX) / (K_SI + K_OX):.4f}")

# The 3 x 3 array
grid = np.array([PITCH * (col + 1j * row) for row in range(3) for col in range(3)])
a9, b9 = np.full(9, A_METAL), np.full(9, B_LINER)
p_array = [potential_matrix(grid, a9, b9, order) for order in range(13)]
cap9 = capacitance(p_array[12])
ref9, _ = surface_charge_solution(grid, a9, b9, 160)
diff9 = np.abs(cap9 - ref9).max() / np.abs(ref9).max()
assert diff9 < 1e-4
assert np.abs(cap9 - cap9.T).max() < 1e-11
assert np.all(cap9[~np.eye(9, dtype=bool)] < 0)
print(f"array, difference from surface-charge solver: {diff9:.1e}")
for label, i, j in [("centre self", 4, 4), ("edge self", 1, 1), ("corner self", 0, 0),
                    ("centre-edge mutual", 4, 1), ("corner-edge mutual", 0, 1),
                    ("centre-corner mutual", 4, 0), ("opposite-corner mutual", 0, 8)]:
    value = abs(cap9[i, j])
    print(f"{label}: {value:.5f} fF/um = {value * LENGTH:.3f} fF per via length")
for order in (0, 1, 2, 4):
    err = np.abs(capacitance(p_array[order]) - cap9).max() / np.abs(cap9).max()
    print(f"array truncated at order {order}: largest error / largest entry {err:.1e}")

# Sign rule for the change of P when one order is added
for order in range(8):
    eig = np.linalg.eigvalsh(p_array[order + 1] - p_array[order])
    floor = 1e-12 * np.abs(p_array[0]).max()
    assert np.all(eig * np.sign(responses[order]) > -floor)
    assert np.max(eig * np.sign(responses[order])) > floor
close = 0.5
sequence = np.array([pair_capacitance(close, order) for order in range(31)])
steps = np.diff(sequence[:13])
assert np.all(steps * responses < 0)
limit = pair_capacitance(close, 120)
print(f"pair with silicon gap {close} um, capacitance by order (fF/um):")
for order in (0, 1, 2, 3, 4, 6, 10):
    print(f"  order {order}: {sequence[order]:.7f}, error {sequence[order] / limit - 1:.2e}")
print(f"  converged: {limit:.7f} fF/um")
print(f"  last step / remaining error at order 4: "
      f"{abs(steps[3] / (sequence[4] - limit)):.3f}")

# Close pair against the surface-charge solver, and its fields at 1 V
z_close = np.array([0.0, 2 * B_LINER + close], complex)
ref_close, density = surface_charge_solution(
    z_close, np.full(2, A_METAL), np.full(2, B_LINER), 400)
diff_close = abs(limit / ref_close[0, 0] - 1)
assert diff_close < 1e-6
print(f"  difference from surface-charge solver: {diff_close:.1e}")

# Exponential rate of convergence
mu_close = np.arccosh(1 + close / (2 * B_LINER))
bare_errors = [abs(pair_capacitance(close, order, bare=True) / bare_pair_exact(close) - 1)
               for order in (10, 25)]
rate_bare = np.log(bare_errors[0] / bare_errors[1]) / 15
rate_lined = np.log(abs((sequence[8] - limit) / (sequence[20] - limit))) / 12
assert 0.98 < rate_bare / (2 * mu_close) < 1.4
assert rate_lined > 2 * mu_close
print(f"  decay per order: 2 mu {2 * mu_close:.4f}, bare {rate_bare:.4f}, "
      f"lined {rate_lined:.4f}")

# Orders needed for a relative error that stays below 1e-6
print("orders for error below 1e-6 (lined, bare metal of liner radius):")
for gap in (9.0, 2.0, 0.5, 0.1):
    needed = []
    for bare in (False, True):
        target = bare_pair_exact(gap) if bare else pair_capacitance(gap, 120)
        err = np.array([abs(pair_capacitance(gap, order, bare=bare) / target - 1)
                        for order in range(71)])
        needed.append(int(np.max(np.nonzero(err >= 1e-6)[0])) + 1)
    assert needed[0] <= needed[1] < 71
    mu = np.arccosh(1 + gap / (2 * B_LINER))
    print(f"  gap {gap} um: {needed[0]}, {needed[1]}; ln(1e6)/(2 mu) = "
          f"{np.log(1e6) / (2 * mu):.1f}; lined C {pair_capacitance(gap, 120):.5f} fF/um")

# Contact limit
near, nearer = pair_capacitance(0.01, 100), pair_capacitance(0.001, 100)
assert abs(pair_capacitance(0.001, 60) / nearer - 1) < 1e-7
bare_growth = bare_pair_exact(0.001) / bare_pair_exact(0.01)
assert 1 < nearer / near < 1.02 and bare_growth > 3
print(f"gap 0.01 -> 0.001 um: lined C {near:.5f} -> {nearer:.5f} fF/um, "
      f"bare grows by factor {bare_growth:.3f}")

# Sizes of neglected effects
gap_example = PITCH - 2 * B_LINER
c_pair = pair_capacitance(gap_example, 30)
c_liner = 2 * np.pi * EPS_OX / np.log(B_LINER / A_METAL)
print(f"isolated pair at array pitch: {c_pair:.5f} fF/um; one liner: {c_liner:.5f} fF/um")


def lossy_pair(resistivity_ohm_cm, frequency):
    sigma = 100 / resistivity_ohm_cm
    eps = EPS_SI - 1j * sigma / (2 * np.pi * frequency) * 1e9
    return pair_capacitance(gap_example, 30, eps_si=eps)


assert abs(lossy_pair(1000.0, 1e3).real / (c_liner / 2) - 1) < 1e-3
freq = 10e9
for rho in (1000.0, 10.0):
    f_relax = 100 / rho / (2 * np.pi * K_SI * const.epsilon_0)
    c_lossy = lossy_pair(rho, freq)
    print(f"{rho:.0f} ohm cm: relaxation {f_relax / 1e9:.3f} GHz; at 10 GHz C shift "
          f"{100 * (c_lossy.real / c_pair - 1):.3f} %, loss tangent "
          f"{-c_lossy.imag / c_lossy.real:.4f}")

# A highly conducting sheet on the liner must turn it into a floating metal shell
shell = pair_capacitance(gap_example, 30, sheet=1e12)
series = 1 / (2 / c_liner + 1 / bare_pair_exact(gap_example))
assert abs(shell / series - 1) < 1e-8
carriers_cm2, mobility = 1e11, 500.0
sheet_siemens = const.e * carriers_cm2 * mobility
c_sheet = pair_capacitance(gap_example, 30,
                           sheet=sheet_siemens / (2j * np.pi * freq) * 1e15)
print(f"carrier sheet {carriers_cm2:.0e} cm^-2, {mobility:.0f} cm2/Vs: at 10 GHz C shift "
      f"{100 * (c_sheet.real / c_pair - 1):.3f} %, loss tangent "
      f"{-c_sheet.imag / c_sheet.real:.4f}")


def mean_log(r):
    return np.arcsinh(LENGTH / r) - np.hypot(1, r / LENGTH) + r / LENGTH


for r in (B_LINER, PITCH):
    direct = quad(lambda s: (LENGTH - s) / np.hypot(s, r), 0, LENGTH)[0] / LENGTH
    assert abs(direct - mean_log(r)) < 1e-8
end_change = (mean_log(B_LINER) - mean_log(PITCH)) / np.log(PITCH / B_LINER) - 1
print(f"finite length, change of silicon potential difference: {100 * end_change:.1f} %")
wavelength = const.c / freq / np.sqrt(K_SI) * 1e6
print(f"wavelength in silicon at 10 GHz: {wavelength:.0f} um")
field_ox = np.abs(density[:400, 0]).max() * 0.01
field_si = np.abs(density[800:1200, 0]).max() / abs(1 - K_SI / K_OX) * 0.01
print(f"0.5 um gap at 1 V: peak oxide field {field_ox:.5f} MV/cm, "
      f"peak normal silicon field {field_si:.5f} MV/cm")
print("all assertions hold")
```

Running it gives:

```
metal radius 5.0 um, liner 0.5 um, pitch 20.0 um, length 100.0 um
relative permittivity: oxide 3.9, silicon 11.7
matched-liner unequal pair: 0.376960, closed form 0.376960 fF/um
unequal triple, difference from surface-charge solver: 8.5e-09
responses R_1..R_6: -0.5563 -0.2779 -0.0898 0.0437 0.1418 0.2157
sign change at order m* = 3.636; high-order limit 0.5000
array, difference from surface-charge solver: 3.6e-07
centre self: 0.42500 fF/um = 42.500 fF per via length
edge self: 0.38363 fF/um = 38.363 fF per via length
corner self: 0.32262 fF/um = 32.262 fF per via length
centre-edge mutual: 0.08450 fF/um = 8.450 fF per via length
corner-edge mutual: 0.11625 fF/um = 11.625 fF per via length
centre-corner mutual: 0.02175 fF/um = 2.175 fF per via length
opposite-corner mutual: 0.00950 fF/um = 0.950 fF per via length
array truncated at order 0: largest error / largest entry 4.7e-02
array truncated at order 1: largest error / largest entry 2.4e-03
array truncated at order 2: largest error / largest entry 4.7e-05
array truncated at order 4: largest error / largest entry 2.9e-07
pair with silicon gap 0.5 um, capacitance by order (fF/um):
  order 0: 0.3179685, error -1.56e-01
  order 1: 0.3707896, error -1.53e-02
  order 2: 0.3762503, error -7.78e-04
  order 3: 0.3766366, error 2.48e-04
  order 4: 0.3765933, error 1.33e-04
  order 6: 0.3765480, error 1.26e-05
  order 10: 0.3765433, error 2.04e-08
  converged: 0.3765433 fF/um
  last step / remaining error at order 4: 0.866
  difference from surface-charge solver: 8.9e-16
  decay per order: 2 mu 0.6008, bare 0.6467, lined 0.9277
orders for error below 1e-6 (lined, bare metal of liner radius):
  gap 9.0 um: 3, 5; ln(1e6)/(2 mu) = 5.7; lined C 0.21243 fF/um
  gap 2.0 um: 7, 10; ln(1e6)/(2 mu) = 11.6; lined C 0.31646 fF/um
  gap 0.5 um: 8, 21; ln(1e6)/(2 mu) = 23.0; lined C 0.37654 fF/um
  gap 0.1 um: 9, 48; ln(1e6)/(2 mu) = 51.3; lined C 0.39996 fF/um
gap 0.01 -> 0.001 um: lined C 0.40589 -> 0.40650 fF/um, bare grows by factor 3.162
isolated pair at array pitch: 0.21243 fF/um; one liner: 2.27643 fF/um
1000 ohm cm: relaxation 0.154 GHz; at 10 GHz C shift 0.004 %, loss tangent 0.0122
10 ohm cm: relaxation 15.363 GHz; at 10 GHz C shift 33.267 %, loss tangent 0.8314
carrier sheet 1e+11 cm^-2, 500 cm2/Vs: at 10 GHz C shift 0.010 %, loss tangent 0.0015
finite length, change of silicon potential difference: -10.5 %
wavelength in silicon at 10 GHz: 8765 um
0.5 um gap at 1 V: peak oxide field 0.00900 MV/cm, peak normal silicon field 0.00277 MV/cm
all assertions hold
```
